# Local-energy tails from nodes and the stable law of the sample variance: test program

```python
# Result under test (hartree atomic units, real trial function psi, independent samples of psi^2):
# x = E_L - E0 has density lam*x^-4 on both sides, lam = (1/N) * surface integral over the node
# of |H psi|^3/|grad psi|.  The mean obeys the CLT; the sample variance s2 obeys
# n^(1/3)(s2 - var)/kappa -> U, kappa = (4 sqrt(pi) lam)^(2/3), <exp(-tau U)> = exp(tau^1.5/3),
# density f(u) = -2 exp(2u^3/3)[Ai'(u^2) + u Ai(u^2)] (stable, alpha=3/2, beta=1).
# var = <x^2>, Y = x^2, M4 = finite part of <x^4>, C2 = (M4 - var^2)/(2 kappa^2).
# Example: hydrogen, psi = (1 - b r) exp(-zeta r), b = 1 - zeta, node at r0 = 1/b, s = r - r0.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, pi, sqrt, exp, log, erfc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import airy, airye, dawsn
from scipy.stats import levy_stable
from scipy.constants import physical_constants
eV = physical_constants['Hartree energy in eV'][0]
leg = np.polynomial.legendre.leggauss
def show(label, v, unit=''):
    print(f"{label} = {v:.6g} {unit}".rstrip())
def Q(f, a, c):
    return quad(f, a, c, epsabs=0, epsrel=1e-11, limit=400)[0]
def close(a, c, tol):
    assert abs(a/c - 1) < tol, (a, c, tol)

# ---- hydrogen trial function: closed forms against the definition
r, z = sp.symbols('r z', positive=True)
Hrad = lambda p: -(sp.diff(p, r, 2) + 2*sp.diff(p, r)/r)/2 - p/r
psi = (1 - (1 - z)*r)*sp.exp(-z*r)
Hpsi = Hrad(psi)
assert sp.simplify(Hpsi/psi - (-z**2/2 + (1 - z)*(1 - 2*z)/(1 - (1 - z)*r))) == 0
zeta = 0.55
zr = sp.Rational(11, 20)
ps, Hps, dps = [sp.lambdify(r, t.subs(z, zr), 'numpy') for t in (psi, Hpsi, sp.diff(psi, r))]
b = 1 - zeta; r0 = 1/b; D = (1 - zeta)*(1 - 2*zeta); be = 2*zeta
I = [factorial(k)/be**(k + 1) for k in range(5)]
N = I[2] - 2*b*I[3] + b*b*I[4]
m1 = D*(I[2] - b*I[3])/N
E0 = -zeta**2/2 + m1
var = D*D*I[2]/N - m1**2; sig = sqrt(var)
lam = r0**2*abs(D)**3*exp(-be*r0)/(b*N)
kap = (4*sqrt(pi)*lam)**(2/3)
close(Q(lambda t: t*t*ps(t)**2, 0, 80), N, 1e-9)
close(Q(lambda t: t*t*ps(t)*Hps(t), 0, 80)/N, E0, 1e-9)
close(Q(lambda t: t*t*Hps(t)**2, 0, 80)/N - E0**2, var, 1e-8)
hn, gn = abs(Hps(r0))/sqrt(4*pi*N), abs(dps(r0))/sqrt(4*pi*N)
close(4*pi*r0**2*hn**3/gn, lam, 1e-10)
for lab, v, u in [('zeta', zeta, '1/bohr'), ('b', b, '1/bohr'), ('r0', r0, 'bohr'), ('D', D, 'Ha'),
                  ("N'", N, 'bohr^3'), ('E0', E0, 'Ha'), ('E0', E0*eV, 'eV'), ('var', var, 'Ha^2'),
                  ('sigma', sig, 'Ha'), ('|H psi| on node, normalized', hn, 'Ha bohr^-1.5'),
                  ('|grad psi| on node, normalized', gn, 'bohr^-2.5'), ('lambda', lam, 'Ha^3'),
                  ('lambda/sigma^3', lam/sig**3, ''), ('kappa', kap, 'Ha^2'), ('kappa/var', kap/var, '')]:
    show(lab, v, u)
X = 45.0
EL = lambda t: Hps(t)/ps(t)
rp = brentq(lambda t: EL(t) - E0 - X, r0 + 1e-8, r0 + 1, xtol=1e-15)
rm = brentq(lambda t: EL(t) - E0 + X, r0 - 1, r0 - 1e-8, xtol=1e-15)
up = Q(lambda t: t*t*ps(t)**2, r0, rp)/N*3*X**3/lam
dn = Q(lambda t: t*t*ps(t)**2, rm, r0)/N*3*X**3/lam
close(up, 1, 1e-2); close(dn, 1, 1e-2); close((up + dn)/2, 1, 1e-4)
show('3X^3 P(x>X)/lambda, X=45 Ha', up); show('3X^3 P(x<-X)/lambda, X=45 Ha', dn)

# ---- curved node, 2D oscillator, H psi changes sign along the node
x_, y_, z_ = sp.symbols('x y w', real=True)
p2 = (x_ - sp.Rational(1, 2) - sp.Rational(3, 10)*y_**2)*sp.exp(-(x_**2 + y_**2)/2)
H2 = -(sp.diff(p2, x_, 2) + sp.diff(p2, y_, 2))/2 + (x_**2 + y_**2)*p2/2
f2, h2, e2, g2 = [sp.lambdify((x_, y_), t, 'numpy') for t in
                  (p2, H2, sp.cancel(sp.simplify(H2/p2)), sp.sqrt(sp.diff(p2, x_)**2 + sp.diff(p2, y_)**2))]
a1, w1 = leg(120); a1, w1 = 8*a1, 8*w1
XX, YY = np.meshgrid(a1, a1); WW = np.outer(w1, w1)
N2 = (WW*f2(XX, YY)**2).sum(); E2 = (WW*f2(XX, YY)*h2(XX, YY)).sum()/N2
yy, wy = leg(400); yy, wy = 6*yy, 6*wy
xn = 0.5 + 0.3*yy**2
lam2 = (wy*np.sqrt(1 + (0.6*yy)**2)*abs(h2(xn, yy))**3/g2(xn, yy)).sum()/N2
a8, w8 = leg(8); X2 = 400.0; tails = []
for sgn in (1, -1):
    tot = 0.0
    for side in (1, -1):
        lo, hi = np.zeros_like(yy), np.ones_like(yy)
        with np.errstate(all='ignore'):
            for _ in range(45):
                mid = (lo + hi)/2
                ins = sgn*(e2(xn + side*mid, yy) - E2) > X2
                lo, hi = np.where(ins, mid, lo), np.where(ins, hi, mid)
        ss = np.outer(lo, (a8 + 1)/2)
        tot += (wy*lo/2*(f2(xn[:, None] + side*ss, yy[:, None])**2 @ w8)).sum()/N2
    tails.append(tot*3*X2**3/lam2)
close(tails[0], 1, 3e-2); close(tails[1], 1, 3e-2); close(sum(tails)/2, 1, 1e-3)
show('2D oscillator lambda', lam2, '(hbar omega)^3'); show('2D two-sided tail ratio, X=400', sum(tails)/2)

# ---- counter-cases: symmetry node without x^-4 tail; missing cusp with one-sided tail
R = sp.sqrt(x_**2 + y_**2 + z_**2); pp = z_*sp.exp(-zr*R)
Hp = -(sp.diff(pp, x_, 2) + sp.diff(pp, y_, 2) + sp.diff(pp, z_, 2))/2 - pp/R
ep = sp.lambdify((x_, y_, z_), Hp/pp, 'numpy')
assert abs(ep(0.7, 0.4, 1e-7) - ep(0.7, 0.4, -1e-9)) < 1e-6
P2p = lambda Xv: Q(lambda t: t**4*exp(-be*t), 0,
                   brentq(lambda t: ep(0.6*t, 0.0, 0.8*t) - Xv, 1e-5, 1, xtol=1e-15))/I[4]
slope = log(P2p(10.0)/P2p(20.0))/log(2)
assert abs(slope - 5) < 0.1
show('2p trial, exponent of P(E_L>X)', slope)
zc = 0.9
ec = sp.lambdify(r, sp.simplify(Hrad(sp.exp(-sp.Rational(9, 10)*r))*sp.exp(sp.Rational(9, 10)*r)), 'numpy')
rho = lambda t: 4*zc**3*t*t*exp(-2*zc*t)
Ec = Q(lambda t: rho(t)*ec(t), 0, 60); lamc = 4*zc**3*abs(zc - 1)**3
rc = brentq(lambda t: ec(t) - Ec + 100, 1e-6, 1, xtol=1e-15)
cr = Q(rho, 0, rc)*3e6/lamc
close(cr, 1, 1e-2); assert ec(np.geomspace(1e-6, 1e3, 200)).max() < 0
show('1s zeta=0.9 lambda_minus', lamc, 'Ha^3'); show('1s tail ratio, X=100 Ha', cr)

# ---- graded quadrature grid around the node
def graded(hi):
    ed = np.concatenate([[0], np.geomspace(1e-7, hi, int(log(hi/1e-7)/log(1.04)) + 2)])
    a, w = leg(10); h = np.diff(ed)[:, None]/2
    return (ed[:-1, None] + h*(a + 1)).ravel(), (h*w).ravel()
sl, wl = graded(r0); sr, wr = graded(60.0)
s = np.concatenate([-sl, sr]); e0 = -zeta**2/2 - E0; q = -D/b
W = np.concatenate([wl, wr])*(b*s*(r0 + s))**2*np.exp(-be*(r0 + s))/N
xg = e0 + q/s; Y = xg**2
assert abs(W.sum() - 1) < 1e-12 and abs(W @ xg) < 1e-12; close(W @ Y, var, 1e-12)
def rem(w, m):  # exp(w) minus its first m Taylor terms
    out = np.exp(w) - sum(w**j/factorial(j) for j in range(m))
    sm = abs(w) < 0.1; ws = w[sm]; term = ws**m/factorial(m); acc = term.copy()
    for j in range(m + 1, m + 10):
        term = term*ws/j; acc += term
    out[sm] = acc
    return out
mp.mp.dps = 30
F = lambda t: (e0*t + q)**4*b*b*(r0 + t)**2*mp.exp(-be*(r0 + t))/N
M4 = float(mp.quad(lambda t: (F(t) + F(-t) - 2*F(mp.mpf(0)))/t**2, [0, r0], method='gauss-legendre')
           - 2*F(mp.mpf(0))/r0 + mp.quad(lambda t: F(t)/t**2, [r0, 10, 30, 80], method='gauss-legendre'))
Ff = lambda t: (e0*t + q)**4*b*b*(r0 + t)**2*exp(-be*(r0 + t))/N
cut = (Q(lambda v: Ff(exp(v))*exp(-v), log(q/(X - e0)), log(80))
       + Q(lambda v: Ff(-exp(v))*exp(-v), log(q/(X + e0)), log(r0)))
close(cut - 2*lam*X, M4, 2e-2)
C2 = (M4 - var**2)/(2*kap**2)
show('<x^4; |x|<45 Ha>', cut, 'Ha^4'); show('M4', M4, 'Ha^4'); show('C2', C2)
t = 1e-8/D**2; g = rem(-t*Y, 2) @ W; lead = 4*sqrt(pi)/3*lam*t**1.5
close(g, lead, 1e-3); close((g - lead)/t**2, M4/2, 1e-2)
k = 2e-3/abs(D); g = (rem(1j*k*xg, 3) @ W).real
close((g - M4*k**4/24)/k**3, pi*lam/6, 2e-4)

# ---- mean: exact law at finite n from the characteristic function
n = 1e4; kk, wk = leg(200); kk, wk = (kk + 1)*4.5/sig, wk*4.5/sig; qq = kk/sqrt(n)
phi = np.exp(n*np.log(1 - var*qq**2/2 + rem(1j*np.outer(qq, xg), 3) @ W)).real
for zz, tol in ((1.0, 5e-2), (8.0, 2e-2)):
    dev = 2/pi*(wk*(np.exp(-var*kk**2/2) - phi)*np.sin(kk*zz*sig)/kk).sum()
    S = sqrt(2)*dawsn(zz/sqrt(2)); th = lam*((zz*zz - 1)*S - zz)/(3*sig**3*sqrt(n))
    close(dev, th, tol)
    show(f'n=1e4 z={zz:g}: Gaussian P(|W|>z sigma)', erfc(zz/sqrt(2)))
    show(f'n=1e4 z={zz:g}: excess, exact', dev); show(f'n=1e4 z={zz:g}: excess, formula', th)

# ---- limit law
def f(u):
    ai, aip = airye(u*u)[:2]
    return -2*(aip + u*ai)*(exp(4*u**3/3) if u < 0 else 1.0)
neg = Q(f, -6, 0); L = 30.0
cdf = lambda u: Q(f, -6, u) if u < 0 else neg + quad(f, 0, u)[0]
assert abs(neg - 2/3) < 1e-9
assert abs(cdf(L) + L**-1.5/(6*sqrt(pi)) - 1) < 1e-6
assert abs(Q(lambda u: u*f(u), -6, 0) + quad(lambda u: u*f(u), 0, L)[0] + L**-0.5/(2*sqrt(pi))) < 2e-6
for tau in (0.5, 1.0, 2.0):
    close(Q(lambda u: f(u)*exp(-tau*u), -6, 0) + quad(lambda u: f(u)*exp(-tau*u), 0, L)[0], exp(tau**1.5/3), 1e-7)
levy_stable.parameterization = 'S1'; gam = (sqrt(2)/6)**(2/3)
for u in (-0.8, 0.5, 2.0):
    close(levy_stable.pdf(u, 1.5, 1.0, loc=0, scale=gam), f(u), 1e-5)
show('stable scale of U', gam); show('P(U<0)', neg)
uq = {p: brentq(lambda u: cdf(u) - p, -3, 6) for p in (0.025, 0.25, 0.5, 0.75, 0.975)}
for p, v in uq.items():
    show(f'quantile {p} of U', v)

# ---- exact finite-n law of mean(Y) by Bromwich inversion of the true Laplace transform
kb, wb = leg(160); kb, wb = (kb + 1)*11, wb*11; tau = 1 + 1j*kb
def cdf_n(n):
    t = tau*n**(-2/3)/kap
    Ln = np.exp(n*(np.log(1 - t*var + rem(-np.outer(t, Y), 2) @ W) + t*var))/tau
    return lambda u: float((wb*(np.exp(tau*u)*Ln).real).sum()/pi)
Fn = {n: cdf_n(n) for n in (1e3, 1e6, 1e9)}
iqr = lambda G: brentq(lambda u: G(u) - 0.75, -2, 3) - brentq(lambda u: G(u) - 0.25, -2, 3)
ug = np.linspace(-1.5, 3, 46); lim = np.array([cdf(u) for u in ug])
for n, tol in ((1e3, 0.1), (1e6, 1e-2), (1e9, 1e-3)):
    d = max(abs(np.array([Fn[n](u) for u in ug]) - lim)); assert d < tol
    show(f'n={n:.0e}: max |F_n - F|', d); show(f'n={n:.0e}: P(U_n<0)', Fn[n](0.0))
pred = -2*airy(0.0)[0]*C2*1e-2
close(Fn[1e6](0.0) - 2/3, pred, 0.1); show('n=1e6: P(U_n<0), first-order formula', 2/3 + pred)
expo = log(iqr(Fn[1e6])*1e-2/(iqr(Fn[1e9])*1e-3))/log(1e3)
assert abs(expo - 1/3) < 3e-3; show('width exponent, n=1e6 to 1e9', expo)

# ---- exact independent sampling: gamma mixture outside the node, beta rejection inside
rng = np.random.default_rng(7)
pw = b*b*exp(-be*r0)/N*np.array([r0*r0*I[2], 2*r0*I[3], I[4]])
close(1 - pw.sum(), W[s < 0].sum(), 1e-9)
n, S1, S2 = 1000, [], []
for _ in range(16):
    cat = np.searchsorted(np.cumsum(pw), rng.random(n*1000))
    sv = rng.standard_gamma(3.0 + cat)/be
    inn = cat == 3; need = inn.sum(); pool = np.empty(0)
    while pool.size < need:
        c = r0*rng.beta(3, 3, 2*need)
        pool = np.concatenate([pool, c[rng.random(c.size) < np.exp(-be*c)]])
    sv[inn] = pool[:need] - r0
    xv = (e0 + q/sv).reshape(1000, n); S1.append(xv.sum(1)); S2.append((xv*xv).sum(1))
S1, S2 = np.concatenate(S1), np.concatenate(S2); M = S1.size
assert abs(S1.sum()/(n*M)) < 4*sig/sqrt(n*M)
s2 = (S2 - S1**2/n)/(n - 1); U = n**(1/3)*(s2 - var)/kap
ks = max(abs((U < u).mean() - Fn[1e3](u)) for u in ug)
assert ks < 0.02  # 99.9% Kolmogorov bound 0.0154 plus the O(n^-2/3) centring term
T1, T2 = S1.reshape(-1, 8).sum(1), S2.reshape(-1, 8).sum(1)
s2b = (T2 - T1**2/(8*n))/(8*n - 1)
w50 = lambda a: np.diff(np.percentile(a, [25, 75]))[0]
ratio = w50(s2)/w50(s2b); assert abs(ratio - 2) < 0.3  # a normal law would give sqrt(8)
cov = (abs(S1/sqrt(n)) < np.sqrt(s2)).mean(); assert abs(cov - (1 - erfc(1/sqrt(2)))) < 0.02
show('MC runs of n=1000', M); show('MC max CDF gap to exact finite n', ks)
show('MC fraction s2<var', (s2 < var).mean()); show('MC IQR ratio n=1000/8000', ratio)
show('MC coverage of 1-sigma error bar', cov)

# ---- worked numbers at n = 1e6
n = 1e6; sc = kap*n**(-1/3)
show('n=1e6 error bar', sig/sqrt(n), 'Ha'); show('n=1e6 error bar', sig/sqrt(n)*eV, 'eV')
show('n=1e6 kappa n^(-1/3)', sc, 'Ha^2')
show('n=1e6 s2 2.5% point', var + sc*uq[0.025], 'Ha^2'); show('n=1e6 s2 97.5% point', var + sc*uq[0.975], 'Ha^2')
show('n=1e6 s2 median shift', 100*sc*uq[0.5]/var, '%')
show('n for IQR of s2 = 1% of var', (kap*(uq[0.75] - uq[0.25])/(0.01*var))**3)
print('PASS')
```

Output:

```
zeta = 0.55 1/bohr
b = 0.45 1/bohr
r0 = 2.22222 bohr
D = -0.045 Ha
N' = 0.832035 bohr^3
E0 = -0.13278 Ha
E0 = -3.61312 eV
var = 0.00331594 Ha^2
sigma = 0.0575842 Ha
|H psi| on node, normalized = 0.00409952 Ha bohr^-1.5
|grad psi| on node, normalized = 0.0409952 bohr^-2.5
lambda = 0.000104292 Ha^3
lambda/sigma^3 = 0.546184
kappa = 0.00817692 Ha^2
kappa/var = 2.46594
3X^3 P(x>X)/lambda, X=45 Ha = 0.998436
3X^3 P(x<-X)/lambda, X=45 Ha = 1.00157
2D oscillator lambda = 0.14376 (hbar omega)^3
2D two-sided tail ratio, X=400 = 0.999999
2p trial, exponent of P(E_L>X) = 4.9396
1s zeta=0.9 lambda_minus = 0.002916 Ha^3
1s tail ratio, X=100 Ha = 0.995961
<x^4; |x|<45 Ha> = 0.00937688 Ha^4
M4 = -9.35616e-06 Ha^4
C2 = -0.152191
n=1e4 z=1: Gaussian P(|W|>z sigma) = 0.317311
n=1e4 z=1: excess, exact = -0.00181228
n=1e4 z=1: excess, formula = -0.00182061
n=1e4 z=8: Gaussian P(|W|>z sigma) = 1.24419e-15
n=1e4 z=8: excess, exact = 7.8705e-06
n=1e4 z=8: excess, formula = 7.87058e-06
stable scale of U = 0.381571
P(U<0) = 0.666667
quantile 0.025 of U = -1.15403
quantile 0.25 of U = -0.623035
quantile 0.5 of U = -0.273476
quantile 0.75 of U = 0.183731
quantile 0.975 of U = 2.39151
n=1e+03: max |F_n - F| = 0.0178786
n=1e+03: P(U_n<0) = 0.677253
n=1e+06: max |F_n - F| = 0.0017321
n=1e+06: P(U_n<0) = 0.667745
n=1e+09: max |F_n - F| = 0.000172579
n=1e+09: P(U_n<0) = 0.666775
n=1e6: P(U_n<0), first-order formula = 0.667747
width exponent, n=1e6 to 1e9 = 0.332706
MC runs of n=1000 = 16000
MC max CDF gap to exact finite n = 0.0071568
MC fraction s2<var = 0.68225
MC IQR ratio n=1000/8000 = 1.95727
MC coverage of 1-sigma error bar = 0.682
n=1e6 error bar = 5.75842e-05 Ha
n=1e6 error bar = 0.00156695 eV
n=1e6 kappa n^(-1/3) = 8.17692e-05 Ha^2
n=1e6 s2 2.5% point = 0.00322158 Ha^2
n=1e6 s2 97.5% point = 0.0035115 Ha^2
n=1e6 s2 median shift = -0.674377 %
n for IQR of s2 = 1% of var = 7.87392e+06
PASS
```
